# Density-density Hund coupling leaves an Ising moment that can escape screening

Put one electron in each of two degenerate orbitals, and let $\mathbf S_1$ and $\mathbf S_2$ be their spins. An interaction that is invariant under spin rotations can contain these spins only through the scalar $\mathbf S_1\cdot\mathbf S_2$. Higher powers add nothing, because for two spins one half they reduce to a constant and the same scalar. The four states must therefore split into a triplet and a singlet. If the interaction is invariant only under rotations about $z$ and reversal of all spins, $S_{1z}S_{2z}$ is allowed on its own. Reversal then pairs the states with $S_z=+1$ and $S_z=-1$, but nothing ties them to a state with $S_z=0$. Symmetry thus fixes the multiplets before any energy is computed. If parallel spins are favoured in the first case, the ground degeneracy is three; if spins parallel along $z$ are favoured in the second, it is two.

The belief examined here is that the second interaction is a harmless replacement for the first. In the Kanamori Hamiltonian this means dropping the spin-flip and pair-hopping terms and keeping the products of densities.

## The case for the truncation

Let $d^\dagger_{m\sigma}$ create an electron in orbital $m=1,2$ with spin $\sigma$, let $n_{m\sigma}=d^\dagger_{m\sigma}d_{m\sigma}$, and let $\bar\sigma$ be the spin opposite to $\sigma$. The density-density part is

$$H_{dd}=U\sum_m n_{m\uparrow}n_{m\downarrow}+U'\sum_\sigma n_{1\sigma}n_{2\bar\sigma}+(U'-J)\sum_\sigma n_{1\sigma}n_{2\sigma},$$

with $U'=U-2J$ and $0<J<U/3$. The full interaction adds

$$H_{sf}=-J\,(d^\dagger_{1\uparrow}d_{1\downarrow}d^\dagger_{2\downarrow}d_{2\uparrow}+\text{h.c.}),$$
$$H_{ph}=J\,(d^\dagger_{1\uparrow}d^\dagger_{1\downarrow}d_{2\downarrow}d_{2\uparrow}+\text{h.c.}).$$

The truncation has real attractions. $H_{dd}$ is diagonal in the occupation numbers. It still favours parallel spins, and the state with both spins up has the same energy in both models.

The cost of changing the charge is also the same. At half filling the orbital energy is $\varepsilon=-(3U-5J)/2$. The lowest levels with one, two and three electrons are $\varepsilon$, $U-3J+2\varepsilon$ and $3U-5J+3\varepsilon$. Neither dropped term acts on one or three electrons: a spin flip needs two singly occupied orbitals, and pair hopping needs one full and one empty orbital. Removing an electron from the two-electron ground state costs

$$E=-\varepsilon-U+3J=\frac{U+J}{2},$$

and adding one costs $2U-2J+\varepsilon=(U+J)/2$ as well. For the isolated atom, a comparison of ground energies and charge gaps would find no difference. The difference lies in the number of ground states and in what connects them.

## What happens to the multiplet

With one electron per orbital, the projector on parallel $z$ components is $\tfrac12+2S_{1z}S_{2z}$, and that on antiparallel components is $\tfrac12-2S_{1z}S_{2z}$. Hence

$$H_{dd}=U'\left(\tfrac12-2S_{1z}S_{2z}\right)+(U'-J)\left(\tfrac12+2S_{1z}S_{2z}\right)=U'-\tfrac J2-2J\,S_{1z}S_{2z}.$$

Since $d^\dagger_{1\uparrow}d_{1\downarrow}=S_1^+$ and $d^\dagger_{2\downarrow}d_{2\uparrow}=S_2^-$, the spin-flip term is

$$H_{sf}=-J(S_1^+S_2^-+S_1^-S_2^+)=-2J(S_{1x}S_{2x}+S_{1y}S_{2y}).$$

It supplies the missing components, and the sum is $U'-J/2-2J\,\mathbf S_1\cdot\mathbf S_2$. Pair hopping vanishes on these four states.

In the triplet $\mathbf S_1\cdot\mathbf S_2=1/4$, which gives the energy $U-3J$. In the singlet it is $-3/4$, which gives $U-J$. Without the spin flip, the parallel states stay at $U-3J$ and both antiparallel states lie at $U-2J$. The third member of the triplet has been raised by $J$.

Pair hopping acts on the two states with one doubly occupied orbital and splits their common energy $U$ into $U\pm J$. Keeping it while dropping the spin flip leaves a doublet; keeping the spin flip alone restores the triplet.

Now let $T$ be far below $J$ and $E$, with $k_B=1$. The atomic entropy is $\ln3=1.099$ for the full interaction and $\ln2=0.693$ for the truncated one. The moment along $z$ changes too: $\langle S_z^2\rangle=(1+0+1)/3=2/3$ in the triplet, but $1$ in the doublet. The longitudinal Curie response of the free atom, proportional to $\langle S_z^2\rangle/T$, is too large by a factor $3/2$. For $T\gg J$, by contrast, a level shift of order $J$ changes the thermal weights only by a relative amount of order $J/T$, and the truncation does little damage to them.

## How a bath turns the true moment

Attach each orbital to its own metallic bath through $V\sum_{m\sigma}(d^\dagger_{m\sigma}c_{m\sigma}+\text{h.c.})$, where $c_{m\sigma}$ removes an electron from the bath site next to orbital $m$. For small $V$, and bath energies small compared with $E$, the charge fluctuations can be eliminated in second order.

Consider one orbital and one electron on its bath site. If their spins form a triplet, the Pauli principle forbids a hop. If they form a singlet, a hop leads to an empty or a doubly occupied orbital. Each has matrix element $\sqrt2\,V$ in magnitude and cost $E$, so the energy falls by $2\,(\sqrt2V)^2/E=4V^2/E$. With $\mathbf s_m$ the spin of the bath site, an operator with these two values is

$$H_K=J_K\sum_m\left(\mathbf S_m\cdot\mathbf s_m-\tfrac14\right),\qquad J_K=\frac{4V^2}{E}=\frac{8V^2}{U+J},$$

because the bracket is $0$ in the triplet and $-1$ in the singlet. If the bath site is empty or full, $\mathbf s_m=0$ and one hop is possible, which gives $-V^2/E=-J_K/4$, again as written. $H_K$ is to be used inside the atomic ground multiplet.

In the Hund triplet the two spins enter symmetrically and add up to $\mathbf S$, so each acts as $\mathbf S/2$. The coupling becomes

$$\frac{J_K}{2}\,\mathbf S\cdot(\mathbf s_1+\mathbf s_2)-\frac{J_K}{2}.$$

This is an antiferromagnetic exchange between a spin one and two baths. A single bath spin flip changes $S_z$ by one and moves the moment within its triplet. Two bath spins one half can also combine to spin one and cancel the moment, so a singlet is available.

In the Ising doublet, $S_1^-$ takes $S_z=+1$ to a state that costs $J$. Its projection onto the doublet is zero. What survives at this order is the longitudinal part, $J_K\sum_m(S_{mz}s_{mz}-\tfrac14)$, which cannot reverse anything.

## The reversal that remains

The moment is not strictly frozen. It can reverse if both orbitals flip and two bath spins flip the other way. Start with both orbital spins up and both bath spins down. Four hops are needed: each up electron leaves its orbital, and each down electron enters. These four operators act on different electron modes and are products of two fermion operators, so they commute. All $24$ orderings therefore carry the same sign.

After the first and the third hop the atom has one or three electrons, at cost $E$. The state after the second hop sorts the orderings into three groups of eight:

- One orbital has been reversed. The cost is $(U-2J)-(U-3J)=J$.
- One orbital is doubly occupied and the other is empty. The cost is $U-(U-3J)=3J$.
- The atom is empty or full. Both have total energy zero at half filling, so the cost is $-(U-3J)-2\varepsilon=2(U-J)$.

Three energy denominators give an overall minus sign. The usual subtraction in fourth order is built from second-order operators within the doublet, and these cannot reverse it. The reversal amplitude is therefore

$$g=-\frac{8V^4}{E^2}\left[\frac1J+\frac1{3J}+\frac1{2(U-J)}\right]=-\frac{J_K^2}{2}\left[\frac4{3J}+\frac1{2(U-J)}\right],$$

where $V^4/E^2=J_K^2/16$ was used. This requires $J_K\ll J$.

With one bath site per orbital, at zero energy, the two lowest states are the even and odd combinations, split by $2|g|$. Measure energies in the bath half-width $D$ and take $U=3$, $J=0.75$, $V=0.02$. Then $J_K=8.533\times10^{-4}$ and the square bracket is $1.778+0.222=2.000$, so $2|g|=1.456\times10^{-6}$. Exact diagonalization gives the same value to this accuracy.

In this cluster, where the bath spins can flip at no cost, the degeneracy is therefore lifted at this order. Whether the moment is screened in a metal depends on how this reversal competes with the ever smaller level spacing of a large bath.

## Why a continuous bath can suppress it

The longitudinal exchange acts on bath electrons as a potential. Since $S_{mz}=\pm\tfrac12$ and $s_{mz}=(n_\uparrow-n_\downarrow)/2$ on the bath site, its strength is $v=J_K/4$, repulsive for one spin and attractive for the other. At half filling the local Green function at the Fermi energy is $-i\pi\rho$, with $\rho$ the density of states per spin. The scattering amplitude is $v/(1+i\pi\rho v)$, so the phase shift has magnitude

$$\delta=\arctan\frac{\pi\rho J_K}{4}.$$

By the Friedel sum rule the potential displaces a charge $\delta/\pi$ of each spin species.

When the moment reverses, the potential changes sign. For the species that gains an electron, the potential becomes attractive and the site's surroundings want an extra charge $2\delta/\pi$. The inserted electron brings a unit charge, of which only this part is wanted, and the mismatch is

$$q=1-\frac{2\delta}{\pi}.$$

The other species loses an electron while its potential becomes repulsive, so its mismatch has the same size.

At low energy the density waves of a chain of length $L$ are harmonic oscillators labelled by $n=1,2,\dots$ A sudden charge mismatch $q$ at the end displaces oscillator $n$ by an amount proportional to $q/\sqrt n$. The overlap of the old and new ground states is then $\exp(-\tfrac12 a q^2\sum_n 1/n)\propto L^{-aq^2/2}$, since the sum grows as $\ln L$. The constant $a$ follows from the case $q=1$: adding one electron at the end of a free chain has amplitude proportional to $L^{-1/2}$, the size of a normalized standing wave there. Hence $a=1$.

The double flip disturbs four species, two spins in each of two baths. Its matrix element falls as $L^{-\Delta}$ with

$$\Delta=4\cdot\frac{q^2}{2}=2\left(1-\frac{2\delta}{\pi}\right)^2.$$

The level spacing falls as $L^{-1}$, so the reversal relative to the spacing varies as $L^{1-\Delta}$. For $\Delta>1$ a weak reversal becomes ineffective at low energy, and the doublet survives.

Take $U=3$, $J=0.75$, $V=0.45$ and a semi-elliptic bath, for which $\rho=2/(\pi D)$ at its centre. Then $J_K=8(0.2025)/3.75=0.432$, and $\delta=\arctan(0.216)=0.213$. The mismatch is $q=1-0.135=0.865$, so $\Delta=1.495$. Overlaps computed for long free-electron chains give the same exponent to three decimals.

This is still an estimate for the impurity itself. It uses the unrenormalized $J_K$, and $J_K/J=0.58$ is not small. A strong reversal need not follow the law for a weak one, so the question needs a calculation that retains all the couplings.

## The number that decides

The numerical renormalization group provides it. The bath is represented by a chain whose hoppings decrease geometrically, and the chain is diagonalized site by site while the low-energy states are kept. The impurity entropy $S_{imp}$ is the entropy of the whole system minus that of the bath alone, smoothed over neighbouring chain lengths. Here the bath energies are discretized with ratio $\Lambda=6$ and at most $300$ states are kept. The entries below are reliable only to a few hundredths: at $\Lambda=8$, averaged over the discretization oscillations, the full-model values move by up to $0.04$ and the low-temperature plateau of the truncated model moves from $0.675$ to $0.657$, while the contrast between the columns is unchanged. For the parameters just used:

| $T/D$ | full | density-density |
|---|---|---|
| $3.2\times10^{-2}$ | 0.947 | 0.691 |
| $8.8\times10^{-4}$ | 0.677 | 0.675 |
| $6.0\times10^{-5}$ | 0.151 | 0.675 |
| $1.7\times10^{-6}$ | 0.000 | 0.674 |

With the full interaction the entropy disappears: the moment is screened. With the truncated one it stays near $\ln2=0.693$ down to the lowest temperature reached, $6.8\times10^{-7}D$. The two models nearly agree at $8.8\times10^{-4}D$, but one is passing through that value and the other remains there.

Two details limit what may be read from these figures. The full model shows no clean plateau at $\ln3$; its entropy is already below that value at the first temperature listed. The truncated model settles $0.019$ below $\ln2$. In a check on free electrons, the method's total entropy erred by up to $0.039$, so the offset lies within the error of the method and no physical meaning can be read from it; its origin was not isolated here.

## When the belief is nearly right

Both dropped terms are proportional to $J$, so at $J=0$ the two models coincide. The density-density model therefore cannot be said to block screening for every $J$. With $J=0.02$ and the other parameters unchanged, its impurity entropy is zero within the error of the method at $T=1.5\times10^{-4}D$. All six two-electron levels then lie within $3J=0.06D$ of each other. A plausible reason for the screening, not tested here, is that the bath mixes them before the Ising doublet is isolated.

The amplitude $g$ points the same way: it grows as $1/J$ when $J$ falls, until the expansion behind it fails. This suggests that the doublet survives only when $J$ is large compared with the scale at which the bath would otherwise screen the atom; that scale was not computed here. The two values of $J$ computed here lie on opposite sides of that change, but they do not locate it.

These results hold for a fixed metallic bath, two equivalent orbitals at half filling and no magnetic field. In dynamical mean-field theory the bath is itself determined by the impurity, so an error in the screening would be passed back into the bath. There the truncation has to be justified for the temperature and the $J$ in question; agreement of the ground energy and the charge gap of the isolated atom does not justify it.

## Computed results

```
U = 3.0 D, J = 0.75 D, V = 0.45 D
full: ground degeneracy 3
  N=2 levels (D): 0.75 0.75 0.75 2.25 2.25 3.75
  entropy at T=0.03 D: 1.0986 k_B
  <Sz^2> = 0.6667, one-orbital flip = 0.7071
density-density: ground degeneracy 2
  N=2 levels (D): 0.75 0.75 1.50 1.50 3.00 3.00
  entropy at T=0.03 D: 0.6931 k_B
  <Sz^2> = 1.0000, one-orbital flip = 0.0000
spin flip only: ground degeneracy 3
pair hopping only: ground degeneracy 2
Cluster: J = 0.003 D, V = 0.001 D, JK = 2.6640e-06 D
  full binding: exact/formula = 1.0006
  Ising binding: exact/formula = 1.0006
  Ising splitting 3.1567e-09 D, exact/formula = 1.0004
Cluster: J = 0.75 D, V = 0.02 D, JK = 8.5333e-04 D
  full binding: exact/formula = 1.0002
  Ising binding: exact/formula = 1.0004
  Ising splitting 1.4556e-06 D, exact/formula = 0.9995
JK = 0.4320 D, rho*JK = 0.2750
delta = 0.2127 rad
Delta: formula 1.4950, overlaps 1.4951
NRG: Lambda = 6.0, 18 bath sites per orbital
  free-electron entropy error 3.9e-02 k_B
T (D)      S_imp full   S_imp density-density (k_B)
3.19e-02     0.947        0.691
1.29e-02     0.940        0.683
5.28e-03     0.901        0.679
2.15e-03     0.816        0.676
8.79e-04     0.677        0.675
3.59e-04     0.496        0.675
1.47e-04     0.299        0.675
5.98e-05     0.151        0.675
2.44e-05     0.066        0.674
9.97e-06     0.025        0.674
4.07e-06     0.008        0.674
1.66e-06     0.000        0.674
6.78e-07    -0.002        0.674
density-density, J = 0.02 D:
  S_imp = -0.000 k_B at T = 1.47e-04 D
ln 2 = 0.6931, ln 3 = 1.0986
```
